# Fourth Spectral Moment of a Classical Linear Rotor and Intermolecular Torques: verification in Python

```python
# Result under test: for a classical linear rotor with unit dipole axis u,
# inertia I, temperature T and torque N (perpendicular to u), the normalized
# single-molecule spectrum S(w) of C(t) = <u(0).u(t)> has the moments
#   M2 = 2 kT/I       and       M4 = 8 (kT/I)^2 + <N^2>/I^2.
# Cage example: V = U sin^2(theta). Pair example: two dipoles at fixed distance,
# V = eps (u1.u2 - 3 u1z u2z), in reduced units kT = 1 and I = 1.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad


# ---------- Poisson brackets for a general potential ----------
def check_bracket_algebra():
    th, ph, pt, pp = sp.symbols("theta phi p_theta p_phi", real=True)
    inertia, kt, vt, vp = sp.symbols("I kT V_theta V_phi", positive=True)
    pot = sp.Function("V")(th, ph)
    ham = pt**2/(2*inertia) + pp**2/(2*inertia*sp.sin(th)**2) + pot

    def rate(f):
        return sum(sp.diff(f, q)*sp.diff(ham, p) - sp.diff(f, p)*sp.diff(ham, q)
                   for q, p in ((th, pt), (ph, pp)))

    axis = (sp.sin(th)*sp.cos(ph), sp.sin(th)*sp.sin(ph), sp.cos(th))
    slopes = {sp.diff(pot, th): vt, sp.diff(pot, ph): vp}
    square = sp.expand(sum(rate(rate(c)).subs(slopes)**2 for c in axis))
    average = 0
    for (a, b), coef in sp.Poly(square, pt, pp).terms():
        if a % 2 == 0 and b % 2 == 0:
            average += (coef*sp.factorial2(a - 1)*sp.factorial2(b - 1)
                        * (inertia*kt)**(a//2)
                        * (inertia*kt*sp.sin(th)**2)**(b//2))
    target = 8*(kt/inertia)**2 + (vt**2 + vp**2/sp.sin(th)**2)/inertia**2
    func = sp.lambdify((th, ph, inertia, kt, vt, vp), [average, target], "math")
    rng = np.random.default_rng(3)
    worst = 0.0
    for _ in range(20):
        left, right = func(*rng.uniform(0.4, 2.5, 6))
        worst = max(worst, abs(left/right - 1))
    assert worst < 1e-9
    return worst


bracket_error = check_bracket_algebra()
print(f"Poisson-bracket test, largest relative error: {bracket_error:.1e}")

# ---------- two mobile rotors: orientational quadrature ----------
eps = 2.0
x, wx = np.polynomial.legendre.leggauss(48)
phi = 2*np.pi*np.arange(48)/48
c1, c2, f = np.meshgrid(x, x, phi, indexing="ij")
sines = np.sqrt((1 - c1**2)*(1 - c2**2))
v_pair = eps*(sines*np.cos(f) - 2*c1*c2)
weight = wx[:, None, None]*wx[None, :, None]*np.exp(-v_pair)
weight /= weight.sum()
n2_pair = np.sum(weight*(eps**2*(1 + 3*c2**2) - v_pair**2))
curvature_pair = np.sum(weight*(-2*v_pair))
assert abs(n2_pair/curvature_pair - 1) < 1e-9
g_pair = 1 + np.sum(weight*(sines*np.cos(f) + c1*c2))
m4_pair = 8 + n2_pair

# ---------- two mobile rotors: trajectories from Boltzmann samples ----------
rng = np.random.default_rng(12345)
draws = 3_000_000
a1 = rng.uniform(-1, 1, draws)
a2 = rng.uniform(-1, 1, draws)
af = rng.uniform(0, 2*np.pi, draws)
energy = eps*(np.sqrt((1 - a1**2)*(1 - a2**2))*np.cos(af) - 2*a1*a2)
keep = rng.uniform(size=draws) < np.exp(-(energy + 2*eps))
a1, a2, af = a1[keep], a2[keep], af[keep]
s1, s2 = np.sqrt(1 - a1**2), np.sqrt(1 - a2**2)
u_start = np.array([[s1, 0*s1, a1], [s2*np.cos(af), s2*np.sin(af), a2]])
samples = a1.size
gauss = rng.normal(size=u_start.shape)
gauss -= (gauss*u_start).sum(1, keepdims=True)*u_start


def acceleration(u, v, inertia):
    force = -eps*u[::-1]
    force[:, 2] *= -2          # field of the other dipole along the pair axis
    radial = (force*u).sum(1, keepdims=True)
    return (force - radial*u)/inertia - (v*v).sum(1, keepdims=True)*u


def runge_kutta(u, v, dt, inertia):
    k1 = acceleration(u, v, inertia)
    v2 = v + dt/2*k1
    k2 = acceleration(u + dt/2*v, v2, inertia)
    v3 = v + dt/2*k2
    k3 = acceleration(u + dt/2*v2, v3, inertia)
    v4 = v + dt*k3
    k4 = acceleration(u + dt*v3, v4, inertia)
    return u + dt/6*(v + 2*v2 + 2*v3 + v4), v + dt/6*(k1 + 2*k2 + 2*k3 + k4)


def trajectory_moments(neighbour_inertia, h=0.06):
    inertia = np.array([1.0, neighbour_inertia])[:, None, None]
    single = np.zeros((3, samples))
    total = np.zeros((3, samples))
    m_start = u_start.sum(0)
    for sign in (1, -1):
        u, v = u_start.copy(), sign*gauss/np.sqrt(inertia)
        for k in range(3):
            for _ in range(2):
                u, v = runge_kutta(u, v, h/2, inertia)
            single[k] += (u[0]*u_start[0]).sum(0)
            total[k] += (u.sum(0)*m_start).sum(0)

    def minus_second(d0, s):
        return (49/18*d0 - 1.5*s[0] + 0.15*s[1] - s[2]/90)/h**2

    fourth = (56 - 39*single[0] + 12*single[1] - single[2])/(6*h**4)
    second = minus_second(1.0, single)
    m_square = (m_start**2).sum(0)
    collective = minus_second(m_square, total).mean()/m_square.mean()
    root = np.sqrt(samples)
    return (second.mean(), second.std()/root, fourth.mean(),
            fourth.std()/root, collective)


print(f"Pair: coupling eps = {eps:.1f} kT, samples = {samples}")
print(f"Pair: <N^2> by quadrature = {n2_pair:.4f} (kT)^2")
print(f"Pair: kT<Laplacian V> by quadrature = {curvature_pair:.4f} (kT)^2")
print(f"Pair: predicted M4 = {m4_pair:.4f} (kT/I)^2")
for inertia_ratio in (1.0, 0.25):
    m2, e2, m4, e4, coll = trajectory_moments(inertia_ratio)
    assert abs(m2 - 2) < 4.5*e2 and e2 < 0.02
    assert abs(m4 - m4_pair) < 4.5*e4 and e4 < 0.02*m4_pair
    assert m4 - 8 > 10*e4
    print(f"Pair, neighbour inertia {inertia_ratio:.2f} I: "
          f"M2 = {m2:.3f} +- {e2:.3f} kT/I")
    print(f"Pair, neighbour inertia {inertia_ratio:.2f} I: "
          f"M4 = {m4:.2f} +- {e4:.2f} (kT/I)^2")
    if inertia_ratio == 1.0:
        assert abs(coll - 2/g_pair) < 0.025 and abs(coll - 2) > 0.05
        print(f"Pair: correlation factor g = {g_pair:.4f}")
        print(f"Pair: collective M2, trajectories = {coll:.3f} kT/I, "
              f"2/g = {2/g_pair:.3f} kT/I")

# ---------- worked example: rotor in a cage ----------
inertia_u, temperature, barrier = 80.0, 220.0, 80.0   # u A^2, K, meV
mev = 1e-3*const.e
inertia_si = inertia_u*const.atomic_mass*1e-20
kt = const.k*temperature/mev
hbar = const.hbar/mev*1e12                            # meV ps
rate2 = const.k*temperature/inertia_si*1e-24          # kT/I in ps^-2
b_rot = const.hbar**2/(2*inertia_si)/mev              # meV
to_cm = 1e12/(2*np.pi*const.c*100)                    # rad/ps to cm^-1


def cage_torque(height):
    c, w = np.polynomial.legendre.leggauss(200)
    p = w*np.exp(-height*(1 - c**2)/kt)
    p /= p.sum()
    n2 = np.sum(p*4*height**2*c**2*(1 - c**2))
    curvature = kt*np.sum(p*height*(6*c**2 - 2))
    assert abs(n2/curvature - 1) < 1e-9
    return n2


n2_cage = cage_torque(barrier)
m2_cl = 2*rate2
m4_free = 8*rate2**2
m4_torque = n2_cage/kt**2*rate2**2
m4_cl = m4_free + m4_torque


# Moments of the quantum line spectrum, sum of p_i |<j|u|i>|^2 (E_j - E_i)^k.
def line_moments(b, height, jmax):
    levels = []
    for m in range(jmax + 1):
        j = np.arange(m, jmax + 1)
        low = j[:-1]
        off = np.sqrt(((low + 1.0)**2 - m*m)/((2*low + 1)*(2*low + 3)))
        cosine = np.diag(off, 1) + np.diag(off, -1)
        ham = (np.diag(b*j*(j + 1.0)) + height*np.eye(j.size)
               - height*cosine@cosine)
        e, vec = np.linalg.eigh(ham)
        levels.append((e, vec, vec.T@cosine@vec))
    z = sum((1 if m == 0 else 2)*np.exp(-lev[0]/kt).sum()
            for m, lev in enumerate(levels))
    out = np.zeros(5)
    for m, (e, vec, cos_eig) in enumerate(levels):
        p = np.exp(-e/kt)/z
        gap = e[None, :] - e[:, None]
        strength = (1 if m == 0 else 2)*p[:, None]*cos_eig**2
        for k in range(5):
            out[k] += np.sum(strength*gap**k)
        if m == jmax:
            break
        e_up, vec_up, _ = levels[m + 1]
        p_up = np.exp(-e_up/kt)/z
        n = e.size
        raising = np.zeros((n - 1, n))
        a = np.arange(n - 1)
        j = m + a
        raising[a, a] = -np.sqrt((j + m + 1.0)*(j + m + 2)
                                 / ((2*j + 1)*(2*j + 3)))
        a = np.arange(2, n)
        j = m + a
        raising[a - 2, a] = np.sqrt((j - m)*(j - m - 1.0)
                                    / ((2*j - 1)*(2*j + 1)))
        strength = (vec_up.T@raising@vec)**2
        gap = e_up[:, None] - e[None, :]
        for k in range(5):
            both = p[None, :] + (-1)**k*p_up[:, None]
            out[k] += np.sum(both*strength*gap**k)
    return out


powers = np.arange(5)


def quantum_and_limit(height):
    actual = line_moments(b_rot, height, 140)
    assert abs(actual[0] - 1) < 1e-6              # unit length of u
    assert abs(actual[1]/(2*b_rot) - 1) < 1e-5    # first-moment sum rule
    actual = actual/hbar**powers
    doubled = line_moments(4*b_rot, height, 75)/(2*hbar)**powers
    return actual, (4*actual - doubled)/3


# Tolerance 1e-3: terms of fourth order in hbar survive the extrapolation.
_, free_limit = quantum_and_limit(0.0)
assert abs(free_limit[2]/m2_cl - 1) < 1e-3
assert abs(free_limit[4]/m4_free - 1) < 1e-3
cage_quantum, cage_limit = quantum_and_limit(barrier)
assert abs(cage_limit[2]/m2_cl - 1) < 1e-3
assert abs(cage_limit[4]/m4_cl - 1) < 1e-3
larger = line_moments(b_rot, barrier, 160)/hbar**powers
basis_shift = abs(larger[4]/cage_quantum[4] - 1)
assert basis_shift < 1e-5

rms_free = np.sqrt(m4_free/m2_cl)*to_cm
rms_cage = np.sqrt(m4_cl/m2_cl)*to_cm
# Quantum absorption is S(w) w (1 - exp(-hbar w/kT)), hence odd moments.
rms_quantum = np.sqrt(cage_quantum[3]/cage_quantum[1])*to_cm
assert abs(rms_quantum/rms_cage - 1) < 0.01

print(f"Cage inputs: I = {inertia_u:.0f} u A^2, T = {temperature:.0f} K, "
      f"U = {barrier:.0f} meV")
print(f"Thermal energy kT = {kt:.3f} meV")
print(f"kT/I = {rate2:.4f} ps^-2")
print(f"M2 = {m2_cl:.4f} ps^-2")
print(f"Root mean square torque = {np.sqrt(n2_cage):.2f} meV per radian")
print(f"<N^2>/(kT)^2 = {n2_cage/kt**2:.4f}")
print(f"M4, free part = {m4_free:.3f} ps^-4")
print(f"M4, torque part = {m4_torque:.3f} ps^-4")
print(f"M4, total = {m4_cl:.3f} ps^-4")
print(f"Torque share of M4 = {100*m4_torque/m4_cl:.1f} %")
print(f"Rms absorption frequency, free = {rms_free:.2f} cm^-1")
print(f"Rms absorption frequency, cage = {rms_cage:.2f} cm^-1")
for height in (60.0, 100.0):
    m4_other = (8 + cage_torque(height)/kt**2)*rate2**2
    print(f"With U = {height:.0f} meV: M4 = {m4_other:.2f} ps^-4, rms "
          f"frequency = {np.sqrt(m4_other/m2_cl)*to_cm:.2f} cm^-1")
print(f"Free rotor lines, hbar to 0: M4 = {free_limit[4]:.3f} ps^-4")
print(f"Cage lines, hbar to 0: M2 = {cage_limit[2]:.4f} ps^-2")
print(f"Cage lines, hbar to 0: M4 = {cage_limit[4]:.3f} ps^-4")
print(f"Cage lines, actual hbar: M2 = {cage_quantum[2]:.4f} ps^-2")
print(f"Cage lines, actual hbar: M4 = {cage_quantum[4]:.3f} ps^-4")
print(f"Quantum correction to M2 = {100*(cage_quantum[2]/m2_cl-1):.2f} %")
print(f"Quantum correction to M4 = {100*(cage_quantum[4]/m4_cl-1):.2f} %")
print(f"Quantum rms absorption frequency = {rms_quantum:.2f} cm^-1")
print(f"Basis shift of M4, J up to 140 to 160: {basis_shift:.1e} (relative)")

# ---------- other neglected effects, from rough inputs ----------
bend_cm, polarizability, distance = 500.0, 5.0, 4.5   # cm^-1, A^3, A
boltz = np.exp(-const.h*const.c*100*bend_cm/(const.k*temperature))
print(f"Rough inputs: bend {bend_cm:.0f} cm^-1, polarizability "
      f"{polarizability:.0f} A^3, distance {distance:.1f} A")
print(f"Molecules with bend excited = {100*(1-(1-boltz)**2):.1f} %")
print(f"Dipole induced by one aligned neighbour / permanent dipole = "
      f"{2*polarizability/distance**3:.2f}")

# ---------- steep walls and the Debye spectrum ----------
theta = np.linspace(0, np.pi, 200001)
wall = []
for width in (0.04, 0.02):
    v_wall = np.exp((theta - np.pi/2)/width)          # in units of kT
    p = np.sin(theta)*np.exp(-v_wall)
    wall.append(np.sum(p*(v_wall/width)**2)/p.sum())
    print(f"Wall of width {width:.2f} rad: <N^2> = {wall[-1]:.2f} (kT)^2")
assert abs(wall[1]/wall[0] - 2) < 0.1
debye = [2*quad(lambda w: w*w/(np.pi*(1 + w*w)), 0, cut, limit=200)[0]
         for cut in (100, 200)]
assert abs(debye[1]/debye[0] - 2) < 0.05
print(f"Debye second moment, cutoff 100/tau: {debye[0]:.2f} tau^-2")
print(f"Debye second moment, cutoff 200/tau: {debye[1]:.2f} tau^-2")
print("every check passed")
```

Running it gives:

```
Poisson-bracket test, largest relative error: 3.3e-16
Pair: coupling eps = 2.0 kT, samples = 174734
Pair: <N^2> by quadrature = 4.0966 (kT)^2
Pair: kT<Laplacian V> by quadrature = 4.0966 (kT)^2
Pair: predicted M4 = 12.0966 (kT/I)^2
Pair, neighbour inertia 1.00 I: M2 = 1.996 +- 0.005 kT/I
Pair, neighbour inertia 1.00 I: M4 = 12.01 +- 0.09 (kT/I)^2
Pair: correlation factor g = 1.1255
Pair: collective M2, trajectories = 1.780 kT/I, 2/g = 1.777 kT/I
Pair, neighbour inertia 0.25 I: M2 = 1.996 +- 0.005 kT/I
Pair, neighbour inertia 0.25 I: M4 = 12.08 +- 0.11 (kT/I)^2
Cage inputs: I = 80 u A^2, T = 220 K, U = 80 meV
Thermal energy kT = 18.958 meV
kT/I = 2.2865 ps^-2
M2 = 4.5730 ps^-2
Root mean square torque = 59.27 meV per radian
<N^2>/(kT)^2 = 9.7725
M4, free part = 41.824 ps^-4
M4, torque part = 51.090 ps^-4
M4, total = 92.914 ps^-4
Torque share of M4 = 55.0 %
Rms absorption frequency, free = 16.06 cm^-1
Rms absorption frequency, cage = 23.93 cm^-1
With U = 60 meV: M4 = 72.31 ps^-4, rms frequency = 21.11 cm^-1
With U = 100 meV: M4 = 115.34 ps^-4, rms frequency = 26.66 cm^-1
Free rotor lines, hbar to 0: M4 = 41.824 ps^-4
Cage lines, hbar to 0: M2 = 4.5730 ps^-2
Cage lines, hbar to 0: M4 = 92.915 ps^-4
Cage lines, actual hbar: M2 = 4.5823 ps^-2
Cage lines, actual hbar: M4 = 93.256 ps^-4
Quantum correction to M2 = 0.20 %
Quantum correction to M4 = 0.37 %
Quantum rms absorption frequency = 23.93 cm^-1
Basis shift of M4, J up to 140 to 160: 4.6e-08 (relative)
Rough inputs: bend 500 cm^-1, polarizability 5 A^3, distance 4.5 A
Molecules with bend excited = 7.5 %
Dipole induced by one aligned neighbour / permanent dipole = 0.11
Wall of width 0.04 rad: <N^2> = 25.57 (kT)^2
Wall of width 0.02 rad: <N^2> = 50.58 (kT)^2
Debye second moment, cutoff 100/tau: 62.67 tau^-2
Debye second moment, cutoff 200/tau: 126.33 tau^-2
every check passed
```
